# Frequency-dependent Breit correction for 1s2s and 1s² in helium-like xenon: verification in Python

```python
# Frequency-dependent Breit correction for helium-like xenon, first order.
# Result under test (atomic units, Coulomb gauge, real part):
#   shift(1s2s triplet) = (2/3) M,  shift(1s2s singlet) = 2 M,  shift(1s^2) = 0
#   M = double integral of P(r) P(s) g1(r,s)
#   P = Ga Fb + Fa Gb, with G, F the large and small radial functions
#   g1 = -k j1(k r<) y1(k r>) - r< / (3 r>^2),  k = |e_2s - e_1s| / c
# The correction is measured from the static Breit interaction.
import numpy as np
from numpy.polynomial.legendre import leggauss
from scipy.constants import fine_structure, physical_constants
from scipy.special import gamma as gamma_function, spherical_jn, spherical_yn

alpha_fs = fine_structure
c = 1.0 / alpha_fs
hartree_ev = physical_constants["Hartree energy in eV"][0]


class Orbital:
    """Point-nucleus Dirac ns state, kappa = -1, energy without rest energy."""

    def __init__(self, n, Z):
        za = Z / c
        self.gam = np.sqrt(1 - za**2)
        self.energy = c**2 * (1 / np.sqrt(1 + (za / (n - 1 + self.gam))**2) - 1)
        e = self.energy
        self.lam = np.sqrt(-e * (2 + e / c**2))
        g0, f0 = 1.0, -za / (1 + self.gam)
        matrix = np.array([[self.gam, -za], [za, self.gam + 2]])
        rhs = np.array([self.lam * g0 + (2 * c + e / c) * f0,
                        self.lam * f0 - e / c * g0])
        g1, f1 = np.linalg.solve(matrix, rhs)
        self.ratios = (f0, g1 / Z, f1 / Z)

        def moment(p):
            power = 2 * self.gam + p + 1
            return gamma_function(power) / (2 * self.lam)**power

        norm2 = ((g0**2 + f0**2) * moment(0) + 2 * (g0 * g1 + f0 * f1) * moment(1)
                 + (g1**2 + f1**2) * moment(2))
        self.coef = np.array([g0, g1, f0, f1]) / np.sqrt(norm2)

    def __call__(self, r):
        g0, g1, f0, f1 = self.coef
        common = r**self.gam * np.exp(-self.lam * r)
        return common * (g0 + g1 * r), common * (f0 + f1 * r)


def dens_p(a, b):
    def density(r):
        (ga, fa), (gb, fb) = a(r), b(r)
        return ga * fb + fa * gb
    return density


def dens_w(a, b):
    def density(r):
        (ga, fa), (gb, fb) = a(r), b(r)
        return ga * fb - fa * gb
    return density


def dens_rho(a, b):
    def density(r):
        (ga, fa), (gb, fb) = a(r), b(r)
        return ga * gb + fa * fb
    return density


def cubic_grid(n, length):
    x, w = leggauss(n)
    u = (x + 1) / 2
    return length * u**3, length * 1.5 * w * u**2


def double_integral(d1, d2, kernel, Z, n=90):
    r, wr = cubic_grid(n, 60.0 / Z)
    t, wt = cubic_grid(n // 2, 1.0)
    large = r[:, None] * np.ones_like(t)
    small = r[:, None] * t
    values = (d1(large) * d2(small) + d1(small) * d2(large)) * kernel(small, large)
    return np.einsum("i,j,ij->", wr * r, wt, values)


def averaged(L, numerator):
    """Half the integral over x = cos(angle) of P_L(x) numerator(R)/R."""
    x, w = leggauss(20)

    def kernel(small, large):
        s, l = np.asarray(small)[..., None], np.asarray(large)[..., None]
        cosine = -x + 0.5 * (s / l) * (1 - x**2)
        legendre = cosine if L == 1 else np.ones_like(cosine)
        return np.sum(w * legendre * numerator(l + s * x), axis=-1) / (2 * large)
    return kernel


def g1_closed(k):
    return lambda s, l: (-k * spherical_jn(1, k * s) * spherical_yn(1, k * l)
                         - s / (3 * l**2))


def g1_defined(k):
    return averaged(1, lambda R: -2 * np.sin(k * R / 2)**2)


def static_q(s, l):
    return s / (3 * l**2)


Z = 54
a, b = Orbital(1, Z), Orbital(2, Z)
omega = b.energy - a.energy
k = omega / c

# Orbitals: radial Dirac equations, norms, orthogonality
r_test = np.array([0.2, 0.7, 1.5, 3.0, 6.0]) / Z
for orb in (a, b):
    h = 1e-5 * r_test
    (gp, fp), (gm, fm), (g, f) = orb(r_test + h), orb(r_test - h), orb(r_test)
    kinetic = (orb.energy + Z / r_test) / c
    res_g = (gp - gm) / (2 * h) - g / r_test - (2 * c + kinetic) * f
    res_f = (fp - fm) / (2 * h) + f / r_test + kinetic * g
    assert np.max(abs(res_g)) < 1e-7 * Z * np.max(abs(g))
    assert np.max(abs(res_f)) < 1e-7 * Z * np.max(abs(f))
rg, wg = cubic_grid(90, 60.0 / Z)
assert abs(wg @ dens_rho(a, a)(rg) - 1) < 1e-9
assert abs(wg @ dens_rho(b, b)(rg) - 1) < 1e-9
assert abs(wg @ dens_rho(a, b)(rg)) < 1e-9

# Four-component evaluation with the full transverse tensor at two fixed radii
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
dirac_alpha = np.zeros((3, 4, 4), complex)
dirac_alpha[:, :2, 2:] = sigma
dirac_alpha[:, 2:, :2] = sigma
xs, ws = leggauss(12)
phi = 2 * np.pi * np.arange(24) / 24
ct, ph = [v.ravel() for v in np.meshgrid(xs, phi, indexing="ij")]
st = np.sqrt(1 - ct**2)
dirs = np.stack([st * np.cos(ph), st * np.sin(ph), ct], axis=1)
weights = np.repeat(ws / 2, 24) / 24


def current(bra, ket, r):
    def spinor(orb):
        G, F = orb(r)
        out = np.zeros((len(dirs), 4, 2), complex)
        out[:, :2] = G * np.eye(2)
        out[:, 2:] = -1j * F * np.einsum("pi,iab->pab", dirs, sigma)
        return out
    return np.einsum("pam,iab,pbn->pmni", spinor(bra).conj(), dirac_alpha,
                     spinor(ket), optimize=True)


def split(sep):
    R = np.linalg.norm(sep, axis=-1)
    unit = sep / R[..., None]
    return R[..., None, None], unit[..., :, None] * unit[..., None, :]


def breit_tensor(sep):
    R, uu = split(sep)
    return (np.eye(3) + uu) / (2 * R)


def retarded_tensor(sep, kk):
    R, uu = split(sep)
    cm1 = -2 * np.sin(kk * R / 2)**2
    sn, cs = np.sin(kk * R), np.cos(kk * R)
    first = -sn / (kk * R) - cm1 / (kk * R)**2
    second = -cs / R + 2 * sn / (kk * R**2) + 2 * cm1 / (kk**2 * R**3)
    return np.eye(3) * (cs + first) / R + uu * (second - first / R)


def matrix_elements(tensor, bra1, ket1, bra2, ket2, r, s):
    T = tensor(r * dirs[:, None, :] - s * dirs[None, :, :])
    field = np.einsum("q,qmnj,pqij->pimn", weights, current(bra2, ket2, s), T,
                      optimize=True)
    return -np.einsum("p,pabi,pimn->abmn", weights, current(bra1, ket1, r),
                      field, optimize=True)


r1, r2 = 0.5 / Z, 1.5 / Z
difference = lambda sep: retarded_tensor(sep, k) - breit_tensor(sep)
V_exchange = matrix_elements(difference, a, b, b, a, r1, r2)
V_exch_static = matrix_elements(breit_tensor, a, b, b, a, r1, r2)
V_direct_static = matrix_elements(breit_tensor, a, a, b, b, r1, r2)
pab, paa, pbb = dens_p(a, b), dens_p(a, a), dens_p(b, b)
pp_exchange = pab(r1) * pab(r2)
spin_states = [
    (np.array([[1, 0], [0, 0]]), -1, 1),
    (np.array([[0, 1], [1, 0]]) / np.sqrt(2), -1, 1),
    (np.array([[0, 1], [-1, 0]]) / np.sqrt(2), 1, -3)]
for spin, sign, sigma_dot in spin_states:
    for V, kernel_value in ((V_exchange, g1_closed(k)(r1, r2)),
                            (V_exch_static, static_q(r1, r2))):
        explicit = -np.einsum("mp,qn,mnpq->", spin, spin, V)
        formula = -sign * (2 / 3) * sigma_dot * pp_exchange * kernel_value
        assert abs(explicit - formula) < 1e-6 * abs(formula)
    explicit = np.einsum("mp,nq,mnpq->", spin, spin, V_direct_static)
    formula = -(2 / 3) * sigma_dot * paa(r1) * pbb(r2) * static_q(r1, r2)
    assert abs(explicit - formula) < 1e-6 * abs(formula)

# 1s^2 determinant: static energy, and exchange at an imposed frequency
V11 = matrix_elements(breit_tensor, a, a, a, a, r1, r2)
pp11 = paa(r1) * paa(r2)
static11 = V11[0, 0, 1, 1] - V11[0, 1, 1, 0]
assert abs(static11 / (2 * pp11 * static_q(r1, r2)) - 1) < 1e-6
V11k = matrix_elements(difference, a, a, a, a, r1, r2)
assert abs(-V11k[0, 1, 1, 0] / (4 / 3 * pp11 * g1_closed(k)(r1, r2)) - 1) < 1e-6
sample = r1 * dirs[:10] + np.array([0, 0, r2])
limit_error = np.max(abs(retarded_tensor(sample, 0.01 * k) - breit_tensor(sample)))
assert limit_error < 1e-4 * np.max(abs(breit_tensor(sample)))

# Radial integral: closed kernel against its defining angular integral
M = double_integral(pab, pab, g1_closed(k), Z)
M_defined = double_integral(pab, pab, g1_defined(k), Z, 70)
assert abs(M / M_defined - 1) < 1e-7
triplet, singlet = 2 * M / 3, 2 * M

# 1s^2: true photon frequency is zero; an imposed one gives a quadratic effect
k11 = abs(a.energy - a.energy) / c
shift_1s2 = 4 / 3 * double_integral(paa, paa, g1_defined(k11), Z)
imposed = 4 / 3 * double_integral(paa, paa, g1_defined(k), Z)
imposed_small = 4 / 3 * double_integral(paa, paa, g1_defined(k / 100), Z)
assert shift_1s2 == 0.0 and imposed > 0
assert abs(imposed_small * 1e4 / imposed - 1) < 0.1

# Gauge identity and the different static reference of Feynman gauge
rho, wab = dens_rho(a, b), dens_w(a, b)
cos_num = lambda R: np.cos(k * R)
one_num = lambda R: np.ones_like(R)
coulomb_exchange = double_integral(rho, rho, averaged(0, one_num), Z)
retarded_charge = double_integral(rho, rho, averaged(0, cos_num), Z)
retarded_radial = double_integral(wab, wab, averaged(1, cos_num), Z)
assert abs((retarded_charge - retarded_radial) / coulomb_exchange - 1) < 1e-8
static_radial = double_integral(wab, wab, static_q, Z)
feynman = {}
for name, sign, sigma_dot in (("triplet", -1, 1), ("singlet", 1, -3)):
    change = (retarded_charge - coulomb_exchange
              - double_integral(wab, wab, g1_defined(k), Z)
              - 2 / 3 * sigma_dot * M_defined)
    feynman[name] = sign * change
assert abs(feynman["triplet"] - (triplet - static_radial)) < 1e-7 * static_radial
assert abs(feynman["singlet"] - (singlet + static_radial)) < 1e-7 * static_radial

# Low-Z limit: alpha^4 Z^5 / 1944 for the triplet
Zlow = 2
al, bl = Orbital(1, Zlow), Orbital(2, Zlow)
k_low = (bl.energy - al.energy) / c
M_low = double_integral(dens_p(al, bl), dens_p(al, bl), g1_defined(k_low), Zlow)
low_ratio = (2 * M_low / 3) / (alpha_fs**4 * Zlow**5 / 1944)
assert abs(low_ratio - 1) < 10 * (Zlow * alpha_fs)**2
K_low = double_integral(dens_rho(al, bl), dens_rho(al, bl), averaged(0, one_num), Zlow)
assert abs(K_low / (16 * Zlow / 729) - 1) < 10 * (Zlow * alpha_fs)**2
leading = alpha_fs**4 * Z**5 / 1944

# Static Breit energies for scale
direct_q = double_integral(paa, pbb, static_q, Z)
exchange_q = double_integral(pab, pab, static_q, Z)
breit_triplet = -2 / 3 * (direct_q - exchange_q)
breit_singlet = 2 * (direct_q + exchange_q)
breit_1s2 = 2 * double_integral(paa, paa, static_q, Z)

mev = 1000 * hartree_ev
print(f"nuclear charge Z = {Z}")
print(f"speed of light c = {c:.6f} a.u.")
print(f"Z alpha = {Z * alpha_fs:.6f}")
print(f"radial exponent gamma = {a.gam:.6f}")
print(f"1s decay constant = {a.lam:.5f} 1/bohr")
print(f"2s decay constant = {b.lam:.5f} 1/bohr")
print(f"1s ratio f0/g0 = {a.ratios[0]:.6f}")
print("2s ratios f0/g0, g1/(Z g0), f1/(Z g0) (g1, f1 in 1/bohr) = "
      + ", ".join(f"{v:.6f}" for v in b.ratios))
print(f"1s orbital energy = {a.energy:.5f} hartree")
print(f"2s orbital energy = {b.energy:.5f} hartree")
print(f"orbital energy difference = {omega:.5f} hartree")
print(f"photon wave number k = {k:.6f} 1/bohr")
print(f"k/Z (phase at distance 1/Z bohr) = {k / Z:.6f}")
print(f"radial integral M, closed kernel = {M:.8e} hartree")
print(f"radial integral M, defining kernel = {M_defined:.8e} hartree")
print(f"triplet 1s2s shift = {triplet:.6e} hartree")
print(f"singlet 1s2s shift = {singlet:.6e} hartree")
print(f"triplet 1s2s shift = {triplet * mev:.4f} meV")
print(f"singlet 1s2s shift = {singlet * mev:.4f} meV")
print(f"change of singlet-triplet splitting = {(singlet - triplet) * mev:.4f} meV")
print(f"1s^2 shift at its true frequency = {shift_1s2:.1f} hartree")
print(f"1s^2 exchange change at imposed 1s2s k = {imposed:.6e} hartree")
print(f"same with k/100 = {imposed_small:.6e} hartree")
print(f"static Breit, 1s2s triplet = {breit_triplet:.6f} hartree")
print(f"static Breit, 1s2s singlet = {breit_singlet:.6f} hartree")
print(f"static Breit, 1s^2 = {breit_1s2:.6f} hartree")
print(f"Coulomb exchange integral = {coulomb_exchange:.8f} hartree")
print(f"retarded charge part = {retarded_charge:.8f} hartree")
print(f"retarded radial-current part = {retarded_radial:.8f} hartree")
print(f"static radial-current integral = {static_radial:.6e} hartree")
print(f"triplet change from Feynman static = {feynman['triplet']:.6e} hartree")
print(f"singlet change from Feynman static = {feynman['singlet']:.6e} hartree")
print(f"low-Z estimate, triplet at Z=54 = {leading:.6e} hartree")
print(f"full triplet shift / low-Z estimate = {triplet / leading:.5f}")
print(f"same ratio at Z=2 = {low_ratio:.6f}")
print("checks complete")
```

It prints:

```
nuclear charge Z = 54
speed of light c = 137.035999 a.u.
Z alpha = 0.394057
radial exponent gamma = 0.919086
1s decay constant = 54.00000 1/bohr
2s decay constant = 27.56332 1/bohr
1s ratio f0/g0 = -0.205336
2s ratios f0/g0, g1/(Z g0), f1/(Z g0) (g1, f1 in 1/bohr) = -0.205336, -0.543288, 0.055202
1s orbital energy = -1519.47334 hartree
2s orbital energy = -383.79016 hartree
orbital energy difference = 1135.68318 hartree
photon wave number k = 8.287481 1/bohr
k/Z (phase at distance 1/Z bohr) = 0.153472
radial integral M, closed kernel = 9.65314457e-04 hartree
radial integral M, defining kernel = 9.65314457e-04 hartree
triplet 1s2s shift = 6.435430e-04 hartree
singlet 1s2s shift = 1.930629e-03 hartree
triplet 1s2s shift = 17.5117 meV
singlet 1s2s shift = 52.5351 meV
change of singlet-triplet splitting = 35.0234 meV
1s^2 shift at its true frequency = 0.0 hartree
1s^2 exchange change at imposed 1s2s k = 3.708191e-02 hartree
same with k/100 = 3.851742e-06 hartree
static Breit, 1s2s triplet = -0.001172 hartree
static Breit, 1s2s singlet = 0.449235 hartree
static Breit, 1s^2 = 2.202516 hartree
Coulomb exchange integral = 1.39313542 hartree
retarded charge part = 1.42544049 hartree
retarded radial-current part = 0.03230507 hartree
static radial-current integral = 3.000175e-02 hartree
triplet change from Feynman static = -2.935821e-02 hartree
singlet change from Feynman static = 3.193238e-02 hartree
low-Z estimate, triplet at Z=54 = 6.697826e-04 hartree
full triplet shift / low-Z estimate = 0.96082
same ratio at Z=2 = 0.999951
checks complete
```
